Mean thickness of an oxide film grown from Poisson-distributed seeds, part 1

(Sections cited here and not found follow in the second part.)

FIRST HALF: FROM SEEDS TO MEAN THICKNESS

1. Which thickness to enter

A calculation of the gate capacitance of a transistor with a MoS2 channel needs a number for the oxide thickness. Suppose that the oxide was deposited in 100 cycles, and that each cycle adds 0.1 nm to an oxide surface that already exists. The product is 10 nm. If the oxide started from scattered defects and spread from there, however, the film is a set of merged islands with valleys and perhaps holes between them, and its mean thickness is less than 10 nm. One must decide how much to subtract, and whether the same subtraction serves for a thinner or a thicker film.

For equal hemispherical islands of radius R on randomly placed seeds of areal density n, the answer is

⟨h⟩ = R − D(R√(πn)) / √(πn),

where D is Dawson's function,

D(x) = exp(−x²) ∫₀ˣ exp(t²) dt.

With 10¹² seeds per cm² and R = 10 nm the mean thickness is 8.0 nm, so 2.0 nm must be subtracted to obtain the mean. Part 15 treats the different average that a capacitance needs. The subtraction is not a constant of the process: in this model it rises to about 3.05 nm near R = 5.2 nm and then falls towards zero as the film thickens.

2. The model and its conventions

The substrate is a flat plane on which no oxide grows except at seeds. The seeds are points. They form a homogeneous Poisson process of density n, which means two things: the numbers of seeds in separate regions are independent, and the mean number in a region of area A is nA everywhere on the plane. All seeds start at the same moment and grow at the same rate in every direction above the plane, so at any later moment each carries a hemisphere of the same radius R.

The film is the union of these hemispheres. Where two overlap, the shared volume is counted once, since the same place cannot hold oxide twice. This is also what growth along the surface normal produces. The union is the set of points above the plane that lie within R of some seed. Let every exposed surface advance by dR. The new film is the set of points within dR of the old one, and a point lies within dR of a hemisphere of radius R exactly when it lies within R + dR of that hemisphere's centre. The film therefore remains a union of equal hemispheres, and no separate rule is needed for the seams where islands meet.

The height h at a point of the substrate is the height of the film surface above it, with h = 0 where the substrate is bare. Angle brackets denote an average over the whole plane, bare parts included. Thus ⟨h⟩ is the oxide volume per unit area of substrate, which is what a weighing of the film would give after division by the oxide density.

The algebra is in atomic units, with lengths in bohr and densities in bohr⁻². The problem is purely geometrical, so neither the electron charge nor Planck's constant enters, and every formula for a length holds in any unit of length used consistently. The example uses nanometres. Two abbreviations shorten the work:

a = πn,  x = R√a.

Since n is an inverse area, 1/√a is a length and x is a pure number. Its square, x² = πR²n, is the mean number of seeds in a disc of radius R.

3. The height above one point

Choose a point P of the substrate and a seed at lateral distance r from it. If r < R, the hemisphere on that seed passes over P at a height s given by Pythagoras, because the radius R is the hypotenuse of a right triangle with sides r and s:

s = √(R² − r²).

If r ≥ R, that island contributes no height at P. The film height h is the largest s among all seeds. Since s decreases as r increases, and all islands have the same R, the nearest seed determines h.

Now choose a level z with 0 ≤ z < R. A seed lifts the film above z when

√(R² − r²) > z.

Both sides are non-negative, so squaring preserves the inequality:

R² − r² > z²,  hence  r < √(R² − z²).

The height at P is therefore at most z exactly when the disc of radius √(R² − z²) about P contains no seed. A question about the height of a rough film has become a question about an empty disc.

4. The probability of an empty disc

Place N seeds independently and uniformly in a large region of area S. One given seed misses a disc of area A with probability 1 − A/S, and all N miss it with probability (1 − A/S)^N. Let N and S grow together with N/S = n fixed. Then

N ln(1 − A/S) = nS (−A/S − A²/(2S²) − …) → −nA,

because every term after the first carries at least one factor 1/S. The probability of an empty disc is therefore exp(−nA). With A = π(R² − z²),

P(h ≤ z) = exp[−a(R² − z²)]  for 0 ≤ z < R.

At z = R the exponent is zero and the probability is one, as it must be, since no hemisphere rises above R. At z = 0 the result is

P(h = 0) = exp(−aR²) = exp(−x²).

This is the bare fraction of the substrate. It is a finite probability located at the single value h = 0. For the covered part there is a smooth probability density, found by differentiating with respect to z:

f(z) = 2az exp[−a(R² − z²)]  for 0 < z < R.

The factor z makes small positive heights rare. Its origin is the steep foot of a hemisphere: a low height is found in a narrow ring at the edge of an island, and the surface rises quickly away from it.

5. From the distribution to the mean

The mean follows most directly from the probability that the height exceeds z. For any height between 0 and R,

h = ∫₀ᴿ θ(h − z) dz,

where θ is one when its argument is positive and zero otherwise. The integrand is one from z = 0 up to z = h, so the integral is h. Averaging both sides replaces θ(h − z) by the probability P(h > z):

⟨h⟩ = ∫₀ᴿ [1 − P(h ≤ z)] dz.

The bare part needs no separate treatment, because there the integrand θ vanishes for every positive z. Inserting the distribution gives

⟨h⟩ = ∫₀ᴿ {1 − exp[−a(R² − z²)]} dz
  = R − exp(−aR²) ∫₀ᴿ exp(az²) dz.

The factor exp(−aR²) was taken outside because it does not depend on z. Substitute t = z√a. Then az² = t², dz = dt/√a, and the upper limit z = R becomes t = R√a = x. Since aR² = x²,

⟨h⟩ = R − (1/√a) exp(−x²) ∫₀ˣ exp(t²) dt
  = R − D(x)/√a.

This is the stated result. The term subtracted from R is called the deficit below. Under the assumptions of part 2 the formula holds for every R, from isolated islands to a closed film. Division by R gives

⟨h⟩/R = 1 − D(x)/x,

so the mean thickness as a fraction of the island radius depends on density and radius through x alone.

The length 1/√a has a direct meaning. The probability that the nearest seed is farther away than r is exp(−ar²). The quantity r² thus has an exponential distribution with mean 1/a, and 1/√a is the root-mean-square distance from a point of the plane to its nearest seed.

6. The same result by counting seeds

A second derivation does not use the integral over levels. Let k be the number of seeds within R of the point P. It has a Poisson distribution with mean x²:

p(k) = exp(−x²) x²ᵏ / k!.

Given k, the seeds are independent and uniform in the disc. The chance that a given one lies within r of P is the ratio of areas, r²/R². Hence r²/R² is uniform between 0 and 1, and so is

u = 1 − r²/R² = s²/R².

Let M be the largest of the k values of u. It is at most u when all k values are, so P(M ≤ u) = uᵏ and the density of M is k uᵏ⁻¹. The film height is h = R√M, with mean

R ∫₀¹ u^(1/2) k uᵏ⁻¹ du = R k/(k + 1/2).

One seed in the disc gives 2R/3 and two give 4R/5. With no seed the expression gives zero, which is also correct. Summing over k with the weights p(k), and writing

k/(k + 1/2) = 2k/(2k + 1) = 1 − 1/(2k + 1),

one finds

⟨h⟩ = R − R exp(−x²) Σₖ x²ᵏ / [k! (2k + 1)],

because the weights add to one. The sum is recognised by expanding the exponential in Dawson's integral and integrating term by term:

∫₀ˣ exp(t²) dt = Σₖ ∫₀ˣ t²ᵏ/k! dt = Σₖ x²ᵏ⁺¹ / [k! (2k + 1)].

It has one more power of x than the sum above. Therefore

⟨h⟩ = R − R D(x)/x = R − D(x)/√a,

where the last step uses R/x = 1/√a. The explicit sum over k was tested against the Dawson formula at n = 0.01 nm⁻² for R = 2, 5, 10 and 20 nm, and the two agreed to within one part in 10⁹.

7. Isolated islands

For small x a power series for D is needed. The derivative of Dawson's function follows from the product rule: differentiating the factor exp(−x²) gives −2xD, and differentiating the integral gives exp(−x²) exp(x²) = 1. Hence

D′ = 1 − 2xD.

Since D is odd and D′(0) = 1, write D = x + c₃x³ + c₅x⁵ + …. The two sides of the equation become

1 + 3c₃x² + 5c₅x⁴ + … = 1 − 2x² − 2c₃x⁴ − ….

Equal powers give c₃ = −2/3 and c₅ = −2c₃/5 = 4/15. Then

⟨h⟩ = (x − D)/√a = (1/√a)(2x³/3 − 4x⁵/15 + …)
  = (2/3)πnR³ (1 − 2x²/5 + …).

The leading term is the volume of a hemisphere, (2/3)πR³, multiplied by the number of islands per area. The correction removes volume counted twice. The counting argument confirms its size: with two seeds in the disc, the separate heights add to 4R/3 on average, while the higher one has mean 4R/5. The excess is 8R/15. Two seeds occur with probability x⁴/2 to leading order, so the correction is −4Rx⁴/15, in agreement with the series because R = x/√a.

8. A closed film

For large x, substitute t = x − s in Dawson's integral. The exponent t² − x² becomes −2xs + s²:

D(x) = ∫₀ˣ exp(−2xs + s²) ds.

Over the range of integration s² ≤ xs, so the integrand is at most exp(−xs), and the important values of s are of order 1/x. With s = y/(2x),

D(x) = (1/(2x)) ∫ exp[−y + y²/(4x²)] dy,

where y runs from 0 to 2x². Expanding the small term y²/(4x²), and extending the upper limit to infinity at an exponentially small cost, gives

D(x) ≈ (1/(2x)) [1 + 2/(4x²)] = 1/(2x) + 1/(4x³),

because ∫₀^∞ y² exp(−y) dy = 2. The deficit is then

D(x)/√a ≈ 1/(2x√a) = 1/(2aR) = 1/(2πnR)

to leading order. It can also be read from the geometry. Close to a seed, √(R² − r²) ≈ R − r²/(2R), and the mean of r² for the nearest seed is 1/a, so the mean lowering is 1/(2aR). A larger sphere is flatter over the fixed distance between seeds, and for this reason the deficit disappears as R grows.

9. Numbers for one film

Take n = 10¹² cm⁻² = 0.01 nm⁻² and R = 10 nm, reached in 100 cycles of 0.1 nm. Then

1/√a = 1/√(0.01π nm⁻²) = 5.6419 nm,
x = 10/5.6419 = 1.77245,
D(x) = 0.35369,
deficit = 5.6419 nm × 0.35369 = 1.9955 nm,
⟨h⟩ = 10 − 1.9955 = 8.0045 nm.

To the precision that such a model deserves, the mean is 8.0 nm, or 80 angstrom, and the deficit is 2.0 nm, or 20 angstrom. The bare fraction is exp(−3.1416) = 4.3 %.

Neither limit is adequate here. The isolated-island formula gives 20.9 nm, more than the height of any island, because it counts overlaps repeatedly. The leading closed-film formula gives a deficit of 1.59 nm, about 20 % below the full deficit.

The mean was also tested by simulation. Seeds were scattered on 400 periodic squares of side 120 nm, and the highest hemisphere was found at 1600 points of each. The mean height was 8.015 nm with a standard error of 0.011 nm, which agrees with 8.0045 nm.

SECOND HALF: GROWTH, ROUGHNESS AND REAL FILMS

10. Symbols and results carried over

Equal hemispheres of radius R stand on Poisson seeds of density n. The height of their union is h, with h = 0 on bare substrate, and angle brackets average over the whole plane. With a = πn and x = R√a, the results needed are

P(h ≤ z) = exp[−a(R² − z²)]  for 0 ≤ z < R,
f(z) = 2az exp[−a(R² − z²)]  for 0 < z < R,
⟨h⟩ = R − D(x)/√a,
D′ = 1 − 2xD.

The bare fraction is exp(−x²). For large x, D ≈ 1/(2x) + 1/(4x³). The example has n = 0.01 nm⁻², R = 10 nm, 1/√a = 5.6419 nm, x = 1.77245, D(x) = 0.35369 and ⟨h⟩ = 8.0045 nm.

11. How fast the mean thickness grows

Differentiate the mean with respect to R at fixed density. Since dx/dR = √a, the chain rule gives

d⟨h⟩/dR = 1 − (1/√a) D′(x) √a = 1 − D′(x) = 2xD(x).

If each cycle adds a fixed length to R, the mean thickness added per cycle is that length times 2xD(x). For the example,

2 × 1.77245 × 0.35369 = 1.2538.

A cycle that adds 0.1 nm to every radius thus adds 0.125 nm to the mean thickness, more than it would add to a flat closed film.

The reason is surface area. In normal growth the volume added is the exposed oxide area times dR, so 2xD should equal the oxide area per unit area of substrate. This can be shown directly. On a hemisphere, the strip between heights z and z + dz has area 2πR dz, whatever z is: its circumference is 2π√(R² − z²), its width along the surface is R dz/√(R² − z²), and the roots cancel. A point of this strip is exposed when no other seed lies within lateral distance √(R² − z²) of it. The seeds of a Poisson process are independent, so the presence of the island's own seed does not alter the distribution of the others, and the probability of exposure is exp[−a(R² − z²)]. There are n islands per unit area, which gives

exposed area ratio = n ∫₀ᴿ 2πR exp[−a(R² − z²)] dz
  = 2aR D(x)/√a = 2xD(x).

Both readings were tested on the simulated films of part 9. The change in mean height between R = 9.8 and 10.2 nm, divided by 0.4 nm, was 1.254 with a standard error of 0.001. The exposed area, estimated from random points on the hemispheres that lay outside all others, was 1.260 with a standard error of 0.005. The formula gives 1.2538.

The mean thickness of the film now follows from seed density and island radius, and its growth rate equals the exposed oxide area per unit area of substrate. What remains is to find where the deficit and the growth rate are largest, to treat roughness, capacitance and closure of the film, and to test the assumptions.
